\section*{Self-consistent dipole correction for slabs with unlike surfaces}

\section{Two vacuum levels in one periodic cell}

A metal film on a semiconductor film has two outer surfaces, and an electron needs a different energy to leave through each. Far outside the isolated slab the electrostatic potential is flat on both sides, but at two different heights. A calculation with periodic boundary conditions repeats the slab along its normal, so the vacuum to the right of one slab is the vacuum to the left of the next. A periodic potential cannot be flat there and also have two heights. It joins them by a slope, which is an electric field that the isolated slab does not have. The task is to find this field, to remove it, and to do so consistently with the electron density and the total energy.

Hartree atomic units are used. Let $z$ be the slab normal, $A$ the lateral cell area and $L$ the cell height, with $-L/2<z<L/2$. The charge density, nuclei positive, has the lateral average $\rho(z)$. Assume that the cell is neutral and that $\rho$ is negligible near $z=\pm L/2$. Define
\begin{equation}
\int\rho\,dz=0,\qquad m=\int z\rho\,dz,\qquad Q=\int z^2\rho\,dz .
\label{moments}
\end{equation}
Integrals run over the cell. Neutrality makes the dipole per area $m$ independent of the origin. The electrostatic potential is $\phi$, and the corresponding electron potential energy is $V=-\phi$.

\section{The isolated slab}

When Poisson's equation is averaged over the lateral cell, the lateral second derivatives integrate to zero by periodicity, leaving $\phi''=-4\pi\rho$. Since $d^2|z-z'|/dz^2=2\delta(z-z')$, a solution is
\begin{equation}
\phi_{\rm iso}(z)=-2\pi\int\rho(z')|z-z'|\,dz'.
\label{iso}
\end{equation}
To the right of all charge $|z-z'|=z-z'$, and to the left $|z-z'|=z'-z$. Hence
\begin{align}
\phi_R&=-2\pi z\int\rho\,dz'+2\pi\int z'\rho\,dz'=2\pi m,\nonumber\\
\phi_L&=2\pi z\int\rho\,dz'-2\pi\int z'\rho\,dz'=-2\pi m .
\label{sides}
\end{align}
Both outer fields vanish, so \eqref{iso} describes a slab with no applied field. For electrons the vacuum step is
\begin{equation}
V_R-V_L=-(\phi_R-\phi_L)=-4\pi m .
\label{step}
\end{equation}
If positive charge is displaced to the right, $m>0$ and the right vacuum level is the lower one for electrons.

\section{The periodic potential and its correction}

A plane-wave calculation sets the average potential to zero. Its response $g(u)$ to a unit charged sheet includes a uniform neutralizing background:
\begin{equation}
g''(u)=-4\pi\left[\delta(u)-\frac1L\right],\qquad
\int_0^L g\,du=0 ,
\label{gpoisson}
\end{equation}
with $g$ of period $L$. For $0<u<L$, $g=2\pi u^2/L+bu+c$. Since $g$ is even and periodic, $g(u)=g(L-u)$, so its slope vanishes at $u=L/2$: $2\pi+b=0$. The slope at $u=0^+$ is then $-2\pi$ and at $0^-$ it is $+2\pi$, which is the jump $-4\pi$ required by the sheet. The zero average gives
\begin{equation}
\frac{2\pi L}{3}-\pi L+c=0,\qquad c=\frac{\pi L}{3}.
\end{equation}
By evenness, for all $|u|\le L$,
\begin{equation}
g(u)=-2\pi|u|+\frac{2\pi u^2}{L}+\frac{\pi L}{3}.
\label{g}
\end{equation}

Two points of one cell are less than $L$ apart, so \eqref{g} applies to $u=z-z'$. The first term reproduces \eqref{iso}, and the constant vanishes by neutrality. Expanding the square,
\begin{align}
\phi_{\rm per}(z)
&=\phi_{\rm iso}(z)+\frac{2\pi}{L}\int
\left(z^2-2zz'+z'^2\right)\rho(z')\,dz'\nonumber\\
&=\phi_{\rm iso}(z)-\frac{4\pi m}{L}z+\frac{2\pi Q}{L}.
\label{identity}
\end{align}
The $z^2$ term has dropped out, again by neutrality. The periodic slab therefore sits in the artificial field
\begin{equation}
\mathcal E=-\frac{d}{dz}\left(-\frac{4\pi m}{L}z\right)=\frac{4\pi m}{L}.
\label{field}
\end{equation}
It is cancelled by adding
\begin{equation}
\phi_{\rm dip}(z)=\frac{4\pi m}{L}z,\qquad
V_{\rm dip}(z)=-\frac{4\pi m}{L}z,\qquad |z|<\frac L2,
\label{correction}
\end{equation}
repeated with period $L$. At the cell boundary $\phi_{\rm dip}$ falls from $2\pi m$ to $-2\pi m$. This jump, placed in vacuum, acts as a dipole sheet that lets the two levels differ. The remaining constant $2\pi Q/L$ shifts all levels together and cancels in every energy measured from a vacuum level.

Two assumptions deserve attention. If electrons reach the jump, they feel a false force there, and $m$ depends on where the cell is cut. If the cell carries a net charge $N$ per area, the terms dropped above leave $2\pi Nz^2/L$ in the potential, which no linear correction removes.

\section{What the lateral average leaves out}

A charge component with lateral wavevector of length $q>0$ has the isolated kernel $(2\pi/q)e^{-q|u|}$, the decaying solution of $k''-q^2k=-4\pi\delta(u)$. The periodic kernel sums this over all images. Subtracting the direct term and using $|u|<L$ gives
\begin{align}
\Delta k(u)&=\frac{2\pi}{q}\sum_{j=1}^{\infty}
\left[e^{-q(jL-u)}+e^{-q(jL+u)}\right]\nonumber\\
&=\frac{2\pi}{q}\,2\cosh(qu)\sum_{j=1}^{\infty}e^{-qjL}
=\frac{2\pi}{q}\,\frac{2\cosh(qu)}{e^{qL}-1}.
\label{lateral}
\end{align}
For a charge distribution of thickness $s$ the largest separation is $u=s$. When $qs$ and $qL$ are large, $\Delta k(s)\approx(2\pi/q)e^{-q(L-s)}$: the error decays with the vacuum width $L-s$.

The vacuum must still be wide enough. For $q=0.5$, $L=10$ and $u=6$ in atomic units, \eqref{lateral} gives $1.716$ bohr, in agreement with a direct reciprocal-space sum. The isolated kernel is $4\pi e^{-3}=0.626$ bohr, so the image term is larger than the wanted one. With $L=36$ and the same $q$ and $u$, the image term falls to about $4\times10^{-6}$ bohr. The dipole correction removes the long-range part of the image interaction and does not replace a sufficient vacuum.

\section{Energy, potential and forces}

The lateral average contributes $E=(A/2)\int\rho\phi\,dz$ to the electrostatic energy. Any divergent self-energy of point nuclei is common to the isolated and periodic cases and cancels in their difference. Solving \eqref{identity} for $\phi_{\rm iso}$,
\begin{align}
E_{\rm iso}&=\frac A2\int\rho\left(\phi_{\rm per}
+\frac{4\pi m}{L}z-\frac{2\pi Q}{L}\right)dz\nonumber\\
&=E_{\rm per}+\frac{2\pi A m^2}{L}.
\label{energy}
\end{align}
The last step uses \eqref{moments}. Write the added energy as $E_{\rm dip}=2\pi P^2/(AL)$, where $P=Am=\int z\rho(\mathbf r)\,d^3r$ is the dipole of the cell. Its variation is
\begin{equation}
\delta E_{\rm dip}=\frac{4\pi P}{AL}\int z\,\delta\rho\,d^3r
=\int\phi_{\rm dip}\,\delta\rho\,d^3r .
\label{variation}
\end{equation}
Thus \eqref{correction} is the derivative of \eqref{energy}. The energy is quadratic in $\rho$, so it contains $\frac12\int\rho\phi_{\rm dip}$, while its derivative contains the whole $\phi_{\rm dip}$. Adding electrons means $\delta\rho=-\delta n$, which gives $V_{\rm dip}=-\phi_{\rm dip}$ in the Kohn--Sham equations. If the total energy is assembled from a sum of eigenvalues, that sum already contains $\int nV_{\rm dip}\,d^3r$. This must be subtracted before $E_{\rm dip}$ is added.

Moving a nucleus of charge $Z_I$ along $z$ at fixed electron density changes $P$ by $Z_I\,dz_I$. The extra force is
\begin{equation}
F_I=-\frac{\partial E_{\rm dip}}{\partial z_I}
=-\frac{4\pi m}{L}Z_I ,
\end{equation}
which is $Z_I$ times the correcting field $-\phi_{\rm dip}'$. It cancels the force exerted by the artificial field \eqref{field}.

In practice, each cycle takes the current density, evaluates $m$, adds $V_{\rm dip}$ to the potential, and computes a new density. At convergence the $m$ in the potential belongs to the density that the potential produces.

\section{Why the correction belongs inside the cycle}

Suppose the correction is left out until the end. By \eqref{identity}, the uncorrected density is that of an isolated slab in an applied field $\mathcal E=4\pi m/L$, provided that edge overlap and the lateral image terms are negligible. The field displaces charge, which changes $m$, which changes the field. To first order let the isolated slab respond as $m=m_0+\alpha\mathcal E$, where $\alpha$ is its polarizability per area. Then
\begin{equation}
m_{\rm per}=m_0+\frac{4\pi\alpha}{L}m_{\rm per}
\quad\Longrightarrow\quad
m_{\rm per}=\frac{m_0}{1-4\pi\alpha/L}.
\label{feedback}
\end{equation}
Substitution in \eqref{field} gives
\begin{equation}
\mathcal E=\frac{4\pi m_0}{L-4\pi\alpha}.
\label{fieldresponse}
\end{equation}

Macroscopic electrostatics shows the size of $\alpha$. In a film of thickness $d$ and dielectric constant $\epsilon$, continuity of the displacement makes the inner field $\mathcal E/\epsilon$. The polarization is $(\mathcal E-\mathcal E/\epsilon)/4\pi$, and multiplying by $d/\mathcal E$ gives
\begin{equation}
4\pi\alpha=d\left(1-\frac1\epsilon\right).
\label{alpha}
\end{equation}
A perfect conductor is the limit $\epsilon\to\infty$, with $4\pi\alpha=d$. Then \eqref{fieldresponse} is the contact potential difference $4\pi m_0$ divided by the vacuum width $L-d$, as between the plates of a capacitor. At the other extreme, $\epsilon=1$, the charge does not respond and a correction after the run would suffice.

For a responding slab, the relative error of the uncorrected dipole is
\begin{equation}
\frac{m_{\rm per}-m_0}{m_0}=\frac{4\pi\alpha}{L-4\pi\alpha}.
\label{posterror}
\end{equation}
It decays only as $1/L$. The density is already wrong, so evaluating \eqref{step} with $m_{\rm per}$ gives a wrong vacuum step.

\section{From vacuum levels to a barrier height}

Let the metal be on the left and the semiconductor on the right, with common Fermi energy $E_F$. The two work functions are $W_L=V_L-E_F$ and $W_R=V_R-E_F$, so \eqref{step} gives $W_R=W_L-4\pi m$. Suppose that the semiconductor bands are flat between interface and surface, with valence-band edge $E_V$ and ionization energy $I_R=V_R-E_V$. The barrier for holes is
\begin{equation}
\Phi_p=E_F-E_V=(V_R-E_V)-(V_R-E_F)=I_R-W_R .
\label{barrier}
\end{equation}
Inserting $W_R$ gives $\Phi_p=I_R-W_L+4\pi m$. If the total dipole vanishes, the barrier is the difference between the ionization energy and the metal work function. In a doped semiconductor the bands bend over a depletion width usually far larger than such a film, and a Kohn--Sham $E_V$ carries the band-edge error of the functional; the dipole correction removes neither limitation.

When $I_R$ is taken from a separate calculation of the same semiconductor surface, an error $\delta$ in $W_R$ changes $\Phi_p$ by $-\delta$. Reading $E_V$ inside the film avoids $V_R$, but not the artificial field: in the linear dielectric picture above it adds a field $\mathcal E/\epsilon$ to the semiconductor and tilts the bands that \eqref{barrier} assumes flat.

\section{A jellium bilayer}

Two joined layers of uniform positive background, 10 and 12 bohr thick, have density parameters 2.5 bohr on the left and 5 bohr on the right. The background steps are smoothed over 0.6 bohr. The electrons are treated by Kohn--Sham theory with local-density exchange and Wigner correlation, at electronic temperature $kT=0.003$ hartree; $E_F$ here denotes the chemical potential. The model has no ions and no band gap. It represents a contact between two metals and provides unlike vacuum levels, not a Schottky barrier.

With the correction in a cell of $L=50$ bohr, $m=0.0030238$ atomic units. From \eqref{step},
\begin{equation}
V_R-V_L=-4\pi(0.0030238)=-0.0380\ \text{hartree}=-1.03\ \text{eV}.
\end{equation}
The work functions are $0.13543$ hartree (3.69 eV) on the left and $0.09743$ hartree (2.65 eV) on the right; their difference is the same step. A separate calculation with open boundaries and the kernel of \eqref{iso} gives both work functions within $10^{-5}$ hartree of these values. So does a corrected cell 59.9 bohr high. The numerical output lists these comparisons.

Without the correction the dipole is $0.0059223$, almost twice as large. Equation \eqref{field} gives
\begin{equation}
\mathcal E=\frac{4\pi(0.0059223)}{50}=1.488\times10^{-3}
\ \text{atomic units},
\end{equation}
the slope found in the vacuum. Near the cell edge the potential energy lies 0.1172 hartree above the Fermi level. This is between the two work functions and equals neither. An open-boundary slab placed in the field $\mathcal E$ has the same dipole, $0.0059223$, which confirms the equivalence used to derive \eqref{feedback}.

Small applied fields give $4\pi\alpha=24.5$ bohr. The background is 22 bohr thick, so the bilayer has the polarizability of a perfect conductor 2.5 bohr thicker, about 1.3 bohr per surface. This is an equivalent length; it does not locate the induced charge, which in so thin a film also oscillates through the interior. With the open-slab dipole $m_0=0.0030237$, \eqref{feedback} predicts
\begin{equation}
m_{\rm per}=\frac{0.0030237}{1-24.524/50}=0.00593,
\end{equation}
which is 0.2\% above the self-consistent value. The full-field calculation reproduces that value, so the discrepancy comes from the linear approximation, not from the equivalence. In the taller uncorrected cell the prediction is $0.00512$ and the result $0.00511$.

Correcting only after convergence would give a step of $-4\pi(0.0059223)=-0.0744$ hartree. The error is $-0.0364$ hartree, or $-0.99$ eV, about 96\% of the true step. A larger cell is a poor cure: by \eqref{posterror}, a relative error below 1\% needs $L>101\times24.5$ bohr, about 2500 bohr.

The energy is much less conspicuous. Per area the added term is $2\pi(0.0030238)^2/50=1.15\times10^{-6}$ hartree/bohr$^2$. This is not the error of an uncorrected run, whose density has also relaxed. In linear response that run minimizes $(m-m_0)^2/2\alpha-2\pi m^2/L$. At the minimum $m_{\rm per}-m_0=\alpha\mathcal E$, and the value is $\alpha\mathcal E^2/2-\mathcal Em_{\rm per}/2=-2\pi m_0m_{\rm per}/L$, so the uncorrected energy is too low by $2.25\times10^{-6}$ hartree/bohr$^2$. Both numbers are small, which is no evidence that the vacuum levels would be right without the correction.

The factor one half in the energy can be tested through a derivative. Add to the positive background a small neutral distribution $\delta\rho_+$ of dipole $10^{-4}$ atomic units, about 1 bohr wide and centred 1.5 bohr outside the right edge. The free energy per area is stationary with respect to the electron density, so its first-order change is $\int\phi\,\delta\rho_+\,dz$, with $\phi$ the corrected potential. This integral is $-4.557\times10^{-7}$ hartree/bohr$^2$. Half the difference between the free energies found with $+\delta\rho_+$ and $-\delta\rho_+$ is $-4.558\times10^{-7}$. Replacing $2\pi m^2/L$ by the double-counted $4\pi m^2/L$ gives $-4.030\times10^{-7}$, an error of 12\%: that energy does not belong to the potential in which the electrons were relaxed.

\section*{Numbers as computed}
\begin{verbatim}
Left jellium density parameter: 2.5 bohr
Right jellium density parameter: 5 bohr
Left layer thickness: 10 bohr
Right layer thickness: 12 bohr
Background edge width in erf: 0.6 bohr
Electronic temperature kT: 0.003 hartree
Grid spacing: 0.331126 bohr
Cell height L: 50 bohr
Taller cell height: 59.9338 bohr
Gaussian sheets: dipole per area: 0.04 e/bohr
Gaussian sheets: energy correction: 0.000201062 hartree/bohr^2
Gaussian sheets: energy difference found: 0.000201062 hartree/bohr^2
Gaussian sheets: largest potential error: 1.1e-15 hartree/e
Lateral test: wavevector q: 0.5 1/bohr
Lateral test: cell height: 10 bohr
Lateral test: separation u: 6 bohr
Lateral test: image error, explicit sum: 1.71645 bohr
Lateral test: image error, formula: 1.71645 bohr
Corrected dipole per area: 0.0030238 e/bohr
Open-slab dipole per area: 0.0030237 e/bohr
Corrected left work function: 0.13543 hartree
Corrected left work function: 3.685 eV
Open-slab left work function: 0.13543 hartree
Corrected right work function: 0.097432 hartree
Corrected right work function: 2.651 eV
Open-slab right work function: 0.097433 hartree
Vacuum step V_right - V_left: -0.037998 hartree
Vacuum step V_right - V_left: -1.034 eV
Energy correction of bilayer: 1.149e-06 hartree/bohr^2
Largest density difference, corrected vs open: 1e-07 1/bohr^3
Taller cell: corrected left work function: 0.13543 hartree
Taller cell: corrected right work function: 0.097433 hartree
Uncorrected dipole per area: 0.0059223 e/bohr
Artificial field 4 pi m/L: 0.001488 hartree/(e bohr)
Field read from uncorrected vacuum: 0.001488 hartree/(e bohr)
Residual field after correction: 1.3e-08 hartree/(e bohr)
Open slab in artificial field: dipole: 0.0059223 e/bohr
Uncorrected cell-edge level minus Fermi level: 0.11722 hartree
Polarizability length 4 pi alpha: 24.524 bohr
Predicted uncorrected dipole: 0.0059345 e/bohr
Taller cell: uncorrected dipole: 0.0051123 e/bohr
Taller cell: predicted dipole: 0.0051179 e/bohr
Step from correcting only afterwards: -0.074422 hartree
Error of that step: -0.9912 eV
Ratio of uncorrected to corrected dipole: 1.959 (dimensionless)
Moment of shifted test charge: 0.0001 e/bohr
Free-energy change, finite difference: -4.55758e-07 hartree/bohr^2
Free-energy change, corrected potential: -4.55745e-07 hartree/bohr^2
Free-energy change with double counting: -4.02992e-07 hartree/bohr^2
\end{verbatim}
